# Why substitutional gold in silicon is both donor and acceptor

In the model centre treated here, substitutional gold has a donor level 0.367 eV above the valence-band edge and an acceptor level at 0.663 eV, in a round model gap of 1.2 eV (the gap of silicon is 1.12 eV at room temperature and 1.17 eV at low temperature). The same atom gives up an electron when the Fermi level is low and takes one when it is high. The donor level also lies below the acceptor level, the reverse of the usual order for shallow dopants.

Both levels belong to one partly filled shell, made mainly of the broken bonds of a silicon vacancy. Gold supplies the electron count that leaves this shell half full. Repulsion between its electrons separates the two levels, and lattice distortion brings them closer.

## What the two levels mean

Let $n$ be the number of electrons in the gap shell and $E(n)$ the energy after the lattice has relaxed. Neutral gold will turn out to have $n=3$, so the charge is $3-n$ in units of the elementary charge. Energies are measured from the valence-band edge. The two levels are

$$E_D=E(3)-E(2),\qquad E_A=E(4)-E(3).$$

At Fermi energy $\mu$ and zero temperature, the stable state minimizes $E(n)-n\mu$. Thus Au$^+$ is favoured over Au$^0$ for $\mu<E_D$, and Au$^-$ over Au$^0$ for $\mu>E_A$. Among these three charge states, a neutral range exists if

$$U_{\rm eff}=E_A-E_D=E(4)+E(2)-2E(3)>0.$$

Here "amphoteric" means that this range exists and that both levels lie in the gap. The superscripts give the charge of the whole centre, not of the gold atom alone.

## Why three electrons are left over

Free gold has the valence configuration $5d^{10}6s^1$. Hartree–Fock calculations with the def2-TZVP basis and its effective core potential give ionization energies of 7.68 eV for the first electron and 19.05 eV for the second. The d population is 10.000 in both Au and Au$^+$, and 8.994 in Au$^{2+}$. The first electron therefore comes from 6s, and the second opens the d shell. The second energy is larger partly because that electron leaves a positive ion, so the difference between the two energies is not the spacing of the 6s and 5d levels. The larger def2-QZVP basis gives 7.69 and 18.98 eV with unchanged d populations, so the second value is uncertain by about 0.1 eV. Electron correlation and spin–orbit coupling are omitted. Correlation is large: MP2 in def2-TZVP raises the two energies to 9.05 and 20.64 eV, and the measured first value is about 9.2 eV. These free-atom results support a closed d shell but do not fix the d level in silicon, where screening and bonding intervene. Nor is the d shell very deep in the free atom: at the same Hartree–Fock level, $5d^96s^2$ lies only 1.8 eV above $5d^{10}6s^1$.

The vacancy contributes four dangling hybrids $h_1,\ldots,h_4$, each with energy $h$ and mutual matrix element $-t$. In the symmetric combination $a_1=(h_1+h_2+h_3+h_4)/2$, each hybrid receives $-t$ from three others, so the energy is $h-3t$. In $(h_1+h_2-h_3-h_4)/2$, the contributions to $h_1$ are $-t+t+t=t$. This combination and its two partners form $t_2$, with energy $h+t$.

Now put gold at the centre, with the hybrids along

$$(1,1,1),\quad(1,-1,-1),\quad(-1,1,-1),\quad(-1,-1,1),$$

each divided by $\sqrt3$. Let $V_d$ be the coupling of a hybrid to a d orbital pointing along its bond. The coupling to $d_{yz}$ is then $\sqrt3\,yz\,V_d$, which equals $V_d/\sqrt3$ for the first two bonds and $-V_d/\sqrt3$ for the others. The $t_2$ combination above has the same signs, so its four contributions add:

$$4\times\frac12\times\frac{V_d}{\sqrt3}=\frac{2V_d}{\sqrt3}.$$

The d orbitals $x^2-y^2$ and $3z^2-r^2$ have symmetry $e$. Their couplings vanish because $x^2=y^2=z^2$ along every bond. The gold s orbital couples to $a_1$ with strength $4\times V_s/2=2V_s$.

For each $t_2$ component there remains a two-level problem. With d energy $E_d$, define

$$\delta=\frac{h+t-E_d}{2},\qquad R=\sqrt{\delta^2+\frac43V_d^2}.$$

The upper level and its d weight are

$$E_t=\frac{h+t+E_d}{2}+R,\qquad w=\frac12\left(1-\frac{\delta}{R}\right).$$

Relative to the mean, the uncoupled vacancy and d energies are $+\delta$ and $-\delta$, and the upper level is $R$. By first-order perturbation theory, the difference between its vacancy and d weights is the derivative of $R$ with respect to $\delta$, which is $\delta/R$. The two weights add to one, which gives $w$. When $E_d$ is very deep, $w\to0$ and $E_t\to h+t$. The gap shell becomes the vacancy shell.

The example uses round parameters: $h=0$, $t=0.30$, $E_d=-4.50$, $V_d=0.90$, $V_s=-1.50$ eV, and an s level at 1.00 eV. Then $\delta=2.40$ eV and

$$R=\sqrt{2.40^2+\tfrac43(0.90)^2}=2.615\ \text{eV},$$

$$E_t=-2.10+2.615=0.515\ \text{eV},\qquad w=0.041.$$

Coupling to the deep d level has pushed the vacancy $t_2$ level up from 0.30 eV. The lower $t_2$ level is at $-4.715$ eV, the $e$ level at $-4.500$ eV and the lower $a_1$ level at $-3.097$ eV. They hold 6, 4 and 2 electrons.

The vacancy supplies four electrons and gold eleven:

$$4+11-(6+4+2)=3.$$

Three electrons therefore occupy a gap $t_2$ shell that can hold six. For $N$ metal valence electrons and this level order, the neutral count is $n=N-8$. The bare vacancy puts two of its four electrons in $a_1$ and two in $t_2$. By occupation of the gap shell, Au$^+$, Au$^0$ and Au$^-$ thus correspond to V$^0$, V$^-$ and V$^{2-}$. This is Watkins' vacancy picture. It equates occupations, not level energies, since the metal changes the potential.

"Filled d shell" means that ten electrons occupy d-like levels. The d population itself includes mixing:

$$6(1-w)+4+nw=10-(6-n)w.$$

It is 9.835, 9.876 and 9.918 for Au$^+$, Au$^0$ and Au$^-$. At fixed one-electron parameters, changing the charge by one changes the d population by only 0.041. The electron enters or leaves mainly the vacancy orbitals. The size of $w$ follows from the chosen parameters: it rises to 0.10 for $V_d=1.6$ eV, and to 0.17 if $E_d$ is also raised to $-3$ eV.

This picture fails if the d level is high. With $E_d=1.00$ eV, the $e$ orbitals lie in the gap, while the upper $t_2$ level moves to 1.747 eV and is 66% d-like. The vacancy interpretation needs a deep d level as well as the right electron count.

The calculation has no bands. In a crystal, the deep levels would broaden into resonances among the valence states.

## Where repulsion puts the levels

A half-filled shell permits both ionization and electron capture, but does not guarantee that either level lies in the gap. For that, the interactions are needed.

Let $U$ be the repulsion of two electrons in one orbital. Electrons in different orbitals repel by $U'=U-2J$ for opposite spins and $U'-J=U-3J$ for parallel spins. The rotationally invariant interaction also contains spin exchange and pair hopping, both of strength $J$. These parameters describe the screened shell in the crystal and are held constant as the charge changes.

The zero of energy must be tied to $E_t$. Six spin orbitals form 15 pairs: three within an orbital, six with opposite spins in different orbitals and six with parallel spins. Their average repulsion is

$$\frac{3U+6(U-2J)+6(U-3J)}{15}=U-2J.$$

With bare shell energy $\epsilon$, the average energy of $n$ electrons is therefore $n\epsilon+(U-2J)n(n-1)/2$. Half the difference between $n=4$ and $n=2$ defines the mean-field level of the neutral centre. Identifying it with the one-electron level gives

$$E_t=\epsilon+\frac{6-1}{2}(U-2J)=\epsilon+\frac52U-5J.$$

## What distortion changes

A partly filled $t_2$ shell can lower its energy by distorting the lattice. I keep the two tetragonal $e$ modes, described by a vector $\mathbf q$, with stiffness $K$ and linear coupling $F$. For orbital occupations $n_i$, the distortion energy is

$$\frac K2|\mathbf q|^2-F\mathbf q\cdot\sum_i n_i\mathbf u_i.$$

The unit vectors $\mathbf u_i$ are 120 degrees apart, so $\mathbf u_i\cdot\mathbf u_j=-1/2$ for $i\ne j$. Setting the derivative to zero gives $\mathbf q=(F/K)\sum_i n_i\mathbf u_i$. Substitution gives the energy $-E_{\rm JT}G$, where $E_{\rm JT}=F^2/(2K)$ and

$$G=n_1^2+n_2^2+n_3^2-n_1n_2-n_2n_3-n_3n_1.$$

The low-spin configurations $(2,0,0)$, $(2,1,0)$ and $(2,2,0)$ have $G=4,3,4$. The neutral centre gains less than either charged neighbour, and this difference narrows the neutral range by $(4+4-2\times3)E_{\rm JT}=2E_{\rm JT}$.

Low spin must still compete with exchange. For three electrons, $(2,1,0)$ has interaction energy

$$U+2U'-J=3U-5J,$$

while three parallel spins have $3(U-3J)=3U-9J$ and no linear distortion gain. To leading order, the low-spin state of Au$^0$ therefore requires

$$3E_{\rm JT}>4J.$$

For $n=2$ the triplet has interaction energy $U-3J$ and gains $E_{\rm JT}$. The singlet has $U$ and gains $4E_{\rm JT}$, so it wins if $E_{\rm JT}>J$, a weaker condition. Exchanging electrons and holes gives the same condition for $n=4$.

Pair hopping adds a small correction. At the relaxed geometry, the orbital shifts are $-2E_{\rm JT}\sum_j n_j\mathbf u_i\cdot\mathbf u_j$. In units of $E_{\rm JT}$ they are:

- for $n=2$: $-4,2,2$;
- for $n=3$: $-3,0,3$;
- for $n=4$: $-2,-2,4$.

Moving a pair from a full to an empty orbital costs $12E_{\rm JT}$ in each case. There are two such moves for $n=2$ and $n=4$, but one for $n=3$. Second-order perturbation theory lowers the energy by $J^2/(12E_{\rm JT})$ per move. The change in geometry caused by pair hopping affects the energy at higher order.

The interaction energy of $(2,2,0)$ is $2U+4U'-2J=6U-10J$. Thus

$$E(2)=2\epsilon+U-4E_{\rm JT}-\frac{J^2}{6E_{\rm JT}},$$

$$E(3)=3\epsilon+3U-5J-3E_{\rm JT}-\frac{J^2}{12E_{\rm JT}},$$

$$E(4)=4\epsilon+6U-10J-4E_{\rm JT}-\frac{J^2}{6E_{\rm JT}}.$$

Subtracting neighbouring energies and inserting $\epsilon=E_t-5U/2+5J$ gives

$$E_D=E_t-\frac{U_{\rm eff}}2,\qquad E_A=E_t+\frac{U_{\rm eff}}2,$$

$$U_{\rm eff}=U-2E_{\rm JT}-\frac{J^2}{6E_{\rm JT}}.$$

The exchange term linear in $J$ cancels from the separation because it is $-5J$ in both level differences. The formula holds for low-spin states and $J\ll12E_{\rm JT}$. It cannot be continued to $E_{\rm JT}=0$, where the shell is degenerate and high spin wins.

## How large the effects are

Take $U=0.50$, $J=0.05$ and $E_{\rm JT}=0.10$ eV. The spin condition is met, since $0.30>0.20$ eV. Then

$$U_{\rm eff}=0.50-0.20-0.004=0.296\ \text{eV}.$$

The levels are

$$E_D=0.515-0.148=0.367\ \text{eV}=0.01350\ \text{hartree},$$

$$E_A=0.515+0.148=0.663\ \text{eV}=0.02438\ \text{hartree}.$$

Diagonalizing the full shell while minimizing over the distortion gives $U_{\rm eff}=0.2962$ eV, against 0.2958 eV from the formula. A separate scan of the Fermi energy finds the charge sequence $+1,0,-1$, with the neutral range between the same two levels. The numerical output follows this text.

Measured gold levels lie very roughly 0.3 and 0.6 eV above the valence-band edge. The similarity to the example is not a prediction, because the position and separation depend on chosen parameters. Even the sign of $U_{\rm eff}$ is an input. The model gives the same $U_{\rm eff}$ for $n=1$ as for $n=3$, and the silicon vacancy at $n=1$ (V$^+$) is a negative-$U$ centre. With $U=0.23$ and $E_{\rm JT}=0.19$ eV, of the size calculated for the vacancy, and $J=0.05$ eV, the formula gives $U_{\rm eff}=-0.15$ eV. Real gold must have a weaker distortion or a stronger repulsion than that, which this model does not derive.

The Au$^0$ orbital occupations are 1.997, 1.000 and 0.003, with spin 1/2. The small departure from $(2,1,0)$ comes from pair hopping: its admixture probability is about $[J/(12E_{\rm JT})]^2=0.0017$, and each transferred pair carries two electrons.

The next levels show why this centre stops at one donor and one acceptor level. The configurations $(1,0,0)$ and $(2,2,1)$ each gain $E_{\rm JT}$. The latter has interaction energy $2U+8U'-4J=10U-20J$. Hence

$$E(1)=\epsilon-E_{\rm JT},\qquad E(5)=5\epsilon+10U-20J-E_{\rm JT}.$$

The levels $E(2)-E(1)$ and $E(5)-E(4)$ lie below and above $E_t$ by

$$\Delta=\frac32U-5J+3E_{\rm JT}+\frac{J^2}{6E_{\rm JT}}.$$

Here $\Delta=0.75-0.25+0.30+0.004=0.804$ eV. The second donor level is at $-0.289$ eV and the second acceptor level at 1.319 eV, both outside the gap.

## Cases that separate the causes

**No distortion.** If the lattice is held rigid, parallel spins win. The interaction energies for $n=2,3,4$ are $U-3J$, $3U-9J$ and $6U-13J$. The donor and acceptor levels become $E_t\mp(U/2+J)$, or 0.215 and 0.815 eV. The centre is still amphoteric, so distortion is not the origin of the behaviour.

Distortion reduces the separation from $U+2J=0.60$ eV to 0.296 eV. Of this drop, $2E_{\rm JT}=0.20$ eV comes from the unequal distortion gains, $2J=0.10$ eV from the change to low spin, and 0.004 eV from pair hopping. It also affects the second acceptor. In the rigid centre this level is at 1.165 eV, just inside the gap; relaxation moves it out. The margin is only 0.035 eV, so that result belongs to these parameters; with a gap of 1.12 eV the rigid level would already lie outside.

**Strong exchange.** At $E_{\rm JT}=0.10$ eV, raising $J$ from 0.07 to 0.08 eV changes Au$^0$ from spin 1/2 to spin 3/2. This agrees with the threshold: $4J$ rises from 0.28 to 0.32 eV, past $3E_{\rm JT}=0.30$ eV. The low-spin level formulas then no longer apply.

**Weak repulsion.** At $U=0.15$ eV, with the original $J$ and $E_{\rm JT}$, $U_{\rm eff}=-0.054$ eV. The neutral state is skipped: as the Fermi level rises, the charge runs through $+3,+1,-1,-3$. Electrons enter in pairs because every odd $n$ obeys

$$E(n+1)+E(n-1)-2E(n)=U_{\rm eff}$$

to this order. A half-filled shell is therefore insufficient for the ordinary amphoteric sequence. In the low-spin regime, $U$ must also exceed $2E_{\rm JT}+J^2/(6E_{\rm JT})$, the net energy gained from relaxation and pair hopping when two neutral centres become one positive and one negative centre.

## What this means in practice

**Doping.** In n-type material gold captures electrons, and in p-type material it captures holes. It therefore compensates both kinds of doping.

The model also gives the thermal occupations. Au$^+$ and Au$^-$ each have three equivalent distortions. Au$^0$ has six orderings of $(2,1,0)$ and two spin directions, giving 12 states. If vibrational changes and excited configurations are neglected,

$$\frac{N_+}{N_0}=\frac14e^{(E_D-\mu)/k_BT},\qquad
\frac{N_-}{N_0}=\frac14e^{(\mu-E_A)/k_BT}.$$

Suppose the shallow donor concentration $N_d$ is smaller than the gold concentration $N_{\rm Au}$, and free carriers and Au$^+$ are negligible. Charge neutrality gives $N_-=N_d$. With $r=N_d/N_{\rm Au}$, the ratio $N_-/N_0$ is $r/(1-r)$, so

$$\mu=E_A+k_BT\ln\frac{4r}{1-r}.$$

The Fermi level is held near the gold acceptor level. For shallow acceptors, with $r=N_a/N_{\rm Au}$ and with free carriers and Au$^-$ negligible, the same argument gives

$$\mu=E_D-k_BT\ln\frac{4r}{1-r}.$$

Free holes are negligible only at high gold concentration, because the donor level is close to the valence band. At 300 K, with $r=0.5$ and a valence-band density of states of $2.65\times10^{19}$ cm$^{-3}$, the hole density is 1% of $N_a$ for $N_{\rm Au}=10^{16}$ cm$^{-3}$, 11% for $10^{15}$ and 49% for $10^{14}$, where the formula places $\mu$ 0.03 eV too low. The n-type formula holds to about 1 meV over the same range.

If shallow donors outnumber gold, the acceptor level can remove at most one electron per gold atom, and the excess remains available for conduction. To keep the conductivity of lightly doped material, the electrically active gold concentration must therefore stay well below the shallow-dopant concentration. The factor 4 should be revised if other distortions or spin–orbit coupling change the degeneracies.

**Optical measurements.** Thermal levels include relaxation; a vertical optical transition does not. Adding an electron to the singly occupied orbital of Au$^0$, or removing the one already there, changes the preferred distortion by a vector of length $F/K$. The relaxation energy is

$$\frac K2\left(\frac FK\right)^2=E_{\rm JT}.$$

To leading order in $J$, exciting an electron from Au$^0$ to the conduction edge thus costs $1.20-0.367+0.10=0.93$ eV vertically, against 0.83 eV thermally. Exciting a valence electron into Au$^0$ costs $0.663+0.10=0.76$ eV, against 0.66 eV. An optical threshold should not be entered directly as a thermal level.

**Total-energy calculations.** Each charge state should be relaxed from several symmetry-broken starting geometries, and low and high spin should be compared. Enforcing the tetrahedral site symmetry removes the distortion that changes the separation here by about half. The levels must come from differences of relaxed total energies, with the band edges and the electrostatic error of charged periodic cells treated consistently. The d weight of the gap orbitals should also be inspected, since a closed d shell in the free atom does not establish it in the crystal.

The full symmetry of Au$^0$ needs more than this model. Trigonal $t_2$ modes and anharmonic terms can change the preferred distortion. Spin–orbit coupling can mix the gap orbitals, and the small d weight alone does not prove it negligible in an atom as heavy as gold. These effects can alter the spin properties and shift the levels. Within the model, and for $U\ge3J$ so that no pair of electrons attracts, the sequence $+1,0,-1$ survives as long as the gap shell holds three electrons in the neutral state, $U_{\rm eff}$ stays positive, both levels stay inside the gap, and the second donor and second acceptor levels stay outside it.

## Numbers as computed

```
Free gold: Hartree-Fock, def2-TZVP, effective core potential
first ionization energy = 7.68 eV
second ionization energy = 19.05 eV
d electrons in Au, Au+, Au2+ = 10.000, 10.000, 8.994
Defect molecule: model parameters
gap = 1.20 eV; hybrid level h = 0.00 eV; t = 0.30 eV
d level = -4.50 eV; s level = 1.00 eV
Vd = 0.90 eV; Vs = -1.50 eV
empty-vacancy a1 and t2 levels = -0.90, 0.30 eV
Gold centre: energy, orbital count, electrons, d weight per orbital
lower t2: -4.715 eV, 3, 6, 0.9588
e: -4.500 eV, 2, 4, 1.0000
lower a1: -3.097 eV, 1, 2, 0.0000
gap t2: 0.515 eV, 3, 3, 0.0412
upper a1: 3.197 eV, 1, 0, 0.0000
d electrons in Au+, Au0, Au- centres = 9.835, 9.876, 9.918
high-d test: d level = 1.00 eV; upper t2 = 1.747 eV
high-d test: upper t2 d weight = 0.660
Interacting gap shell: model parameters
U = 0.50 eV; J = 0.05 eV; E_JT = 0.10 eV
bare shell energy = -0.485 eV
Au+: spin = 0.0; orbital occupations = 1.994, 0.003, 0.003
Au0: spin = 0.5; orbital occupations = 1.997, 1.000, 0.003
Au-: spin = 0.0; orbital occupations = 1.997, 1.997, 0.006
second donor level = -0.289 eV
donor level = 0.367 eV = 0.01350 hartree
acceptor level = 0.663 eV = 0.02438 hartree
second acceptor level = 1.319 eV
U_eff, full diagonalization = 0.2962 eV
U_eff, second-order formula = 0.2958 eV
neutral range in Fermi scan = 0.367 to 0.663 eV
stable charges from valence to conduction edge = +1, +0, -1
Rigid centre, same U and J
second donor, donor = -0.135, 0.215 eV
acceptor, second acceptor = 0.815, 1.165 eV
small-U test: U = 0.15 eV; U_eff = -0.0538 eV
small-U stable charges = +3, +1, -1, -3
exchange test: Au0 S^2 at J = 0.07 and 0.08 eV = 0.75, 3.75
```
